# Chemical potential of a three-state electron ensemble and its zero-temperature limit: verification in Python

```python
"""
Result under test: chemical potential of a three-level grand canonical ensemble
(cation, neutral, anion) as a function of mean electron number and temperature:
  mu = -(I+A)/2 + (kT/2) ln(gc/ga)
       + kT [ artanh(w) + arsinh( w / (2 s sqrt(1-w^2)) ) ],
  s  = sqrt(gc ga)/g0 * exp(-(I-A)/(2kT)).
I, A: ionization energy and electron affinity of the neutral (eV)
w: mean electron number minus that of the neutral, -1 < w < 1
gc, g0, ga: degeneracies of cation, neutral, anion; kT: thermal energy (eV)
At w = 0 and T -> 0 the result is -(I+A)/2.
The independent road is an explicit sum over microstates solved by bisection,
and the derivative of a numerically minimized free energy.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import bisect, minimize_scalar
from scipy.special import xlogy

KB = physical_constants["Boltzmann constant in eV/K"][0]
HARTREE = physical_constants["Hartree energy in eV"][0]


def small_s(T, I, A, g):
    gc, g0, ga = g
    return np.sqrt(gc * ga) / g0 * np.exp(-(I - A) / (2 * KB * T))


def mu_formula(w, T, I, A, g):
    kT = KB * T
    s = small_s(T, I, A, g)
    centre = -(I + A) / 2 + 0.5 * kT * np.log(g[0] / g[2])
    return centre + kT * (np.arctanh(w)
                          + np.arcsinh(w / (2 * s * np.sqrt(1 - w * w))))


def microstate_average(mu, T, I, A, g):
    """Mean excess electron number and neutral population, state by state."""
    excess = np.array([-1] * g[0] + [0] * g[1] + [1] * g[2])
    energy = np.array([I] * g[0] + [0.0] * g[1] + [-A] * g[2])
    exponent = -(energy - mu * excess) / (KB * T)
    weight = np.exp(exponent - exponent.max())
    total = weight.sum()
    return (excess * weight).sum() / total, weight[excess == 0].sum() / total


def mu_root(w, T, I, A, g):
    return bisect(lambda m: microstate_average(m, T, I, A, g)[0] - w,
                  -40.0, 40.0, xtol=1e-13, rtol=1e-15, maxiter=200)


def free_energy(w, T, I, A, g):
    """Minimum of energy minus T*entropy over populations at fixed mean number."""
    def trial(p0):
        p = np.array([(1 - p0 - w) / 2, p0, (1 - p0 + w) / 2])
        return (p[0] * I - p[2] * A
                + KB * T * np.sum(xlogy(p, p / np.array(g))))
    best = minimize_scalar(trial, bounds=(0.0, 1 - abs(w)), method="bounded",
                           options={"xatol": 1e-11, "maxiter": 500})
    return best.fun


I, A, g = 10.0, 2.0, (3, 2, 1)
gamma_c, gamma_a = g[0] / g[1], g[2] / g[1]
mulliken = (I + A) / 2
temperatures = [300.0, 1000.0, 3000.0, 10000.0]
excesses = [-0.5, -0.1, 0.0, 1e-6, 0.1, 0.5]

# Closed formula against the microstate sum
worst = 0.0
for T in temperatures:
    for w in excesses:
        worst = max(worst, abs(mu_formula(w, T, I, A, g)
                               - mu_root(w, T, I, A, g)))
assert worst < 1e-9

# Chemical potential as derivative of the minimized free energy
T_free, h = 20000.0, 1e-4
worst_free = 0.0
for w in (-0.3, 0.0, 0.2):
    slope_F = (free_energy(w + h, T_free, I, A, g)
               - free_energy(w - h, T_free, I, A, g)) / (2 * h)
    worst_free = max(worst_free, abs(slope_F - mu_formula(w, T_free, I, A, g)))
assert worst_free < 1e-5   # finite-difference error of order h^2

# Neutrality: shift linear in T, neutral population, slope
neutral_rows = []
for T in temperatures:
    kT, s = KB * T, small_s(T, I, A, g)
    mu0 = mu_root(0.0, T, I, A, g)
    shift = mu0 + mulliken
    assert abs(shift / kT - 0.5 * np.log(g[0] / g[2])) < 1e-9
    p_neutral = microstate_average(mu0, T, I, A, g)[1]
    assert abs(p_neutral - 1 / (1 + 2 * s)) < 1e-10
    dw = 2e-3 * s
    slope = (mu_root(dw, T, I, A, g) - mu_root(-dw, T, I, A, g)) / (2 * dw)
    slope_formula = kT * (1 + 2 * s) / (2 * s)
    assert abs(slope / slope_formula - 1) < 1e-5
    neutral_rows.append((T, kT, s, mu0, shift, p_neutral, slope_formula))
shifts = [row[4] for row in neutral_rows]
assert all(x < y for x, y in zip(shifts, shifts[1:]))
mu_cold = mu_root(0.0, 100.0, I, A, g)
assert abs(mu_cold + mulliken) < 0.005

# Equal ion degeneracies: no thermal shift even when hot
mu_equal = mu_root(0.0, 10000.0, I, A, (2, 1, 2))
assert abs(mu_equal + mulliken) < 1e-10

# Low-temperature forms at fixed nonzero excess
T_low = 1000.0
low_plus = -A + KB * T_low * np.log(0.1 / (0.9 * gamma_a))
low_minus = -I + KB * T_low * np.log(0.9 * gamma_c / 0.1)
assert abs(low_plus - mu_root(0.1, T_low, I, A, g)) < 1e-9
assert abs(low_minus - mu_root(-0.1, T_low, I, A, g)) < 1e-9
mu_plus_cold = mu_root(0.1, 10.0, I, A, g)
mu_minus_cold = mu_root(-0.1, 10.0, I, A, g)
assert abs(mu_plus_cold + A) < 0.01 and abs(mu_minus_cold + I) < 0.01

# Crossover temperature for a tiny excess
w_tiny = 1e-6
T_cross = (I - A) / (2 * KB * np.log(2 * np.sqrt(gamma_a * gamma_c) / w_tiny))
mu_cross = mu_root(w_tiny, T_cross, I, A, g)
rise = (mu_cross - mu_root(0.0, T_cross, I, A, g)) / (KB * T_cross)
assert abs(rise - np.log(1 + np.sqrt(2))) < 1e-5

# Reversed order I < A: same limit, but no neutral species
mu_rev = mu_root(0.0, 300.0, A, I, g)
p_rev = microstate_average(mu_rev, 300.0, A, I, g)[1]
mu_rev_w = mu_root(0.3, 10.0, A, I, g)
assert abs(mu_rev - mu_formula(0.0, 300.0, A, I, g)) < 1e-9
assert p_rev < 1e-12 and abs(mu_rev_w + mulliken) < 0.01

print(f"I = {I:.1f} eV, A = {A:.1f} eV, I-A = {I - A:.1f} eV")
print(f"degeneracies cation, neutral, anion = {g}")
print(f"gamma_c = {gamma_c:.2f}, gamma_a = {gamma_a:.2f}")
print(f"k_B = {KB:.6e} eV/K")
print(f"-(I+A)/2 = {-mulliken:.4f} eV = {-mulliken / HARTREE:.5f} hartree")
print("At neutrality (w = 0):")
for T, kT, s, mu0, shift, p0, slope in neutral_rows:
    print(f"T = {T:.0f} K: kT = {kT:.6f} eV, s = {s:.4e}")
    print(f"  mu = {mu0:.6f} eV, shift = {shift:.6f} eV")
    print(f"  neutral population = {p0:.6f}, dmu/dw = {slope:.4e} eV")
print(f"T = 100 K: mu = {mu_cold:.6f} eV")
print(f"equal ion degeneracies, 10000 K: mu = {mu_equal:.6f} eV")
print("mu in eV; columns w = " + ", ".join(f"{w:g}" for w in excesses))
for T in temperatures:
    values = " ".join(f"{mu_formula(w, T, I, A, g):9.4f}" for w in excesses)
    print(f"T = {T:6.0f} K: {values}")
print(f"low-T forms at 1000 K: w=0.1 {low_plus:.4f}, w=-0.1 {low_minus:.4f} eV")
print(f"T = 10 K: w=0.1 {mu_plus_cold:.4f}, w=-0.1 {mu_minus_cold:.4f} eV")
print(f"crossover for w = 1e-6: T* = {T_cross:.1f} K, mu = {mu_cross:.4f} eV")
print(f"  (mu - mu at w=0)/kT* = {rise:.4f}")
print(f"I and A exchanged, 300 K, w=0: mu = {mu_rev:.4f} eV")
print(f"  neutral population = {p_rev:.2e}")
print(f"I and A exchanged, 10 K, w=0.3: mu = {mu_rev_w:.4f} eV")
print(f"largest formula - microstate difference = {worst:.1e} eV")
print(f"largest formula - dF/dN difference = {worst_free:.1e} eV")
print("OK")
```

It prints:

```
I = 10.0 eV, A = 2.0 eV, I-A = 8.0 eV
degeneracies cation, neutral, anion = (3, 2, 1)
gamma_c = 1.50, gamma_a = 0.50
k_B = 8.617333e-05 eV/K
-(I+A)/2 = -6.0000 eV = -0.22050 hartree
At neutrality (w = 0):
T = 300 K: kT = 0.025852 eV, s = 5.5016e-68
  mu = -5.985799 eV, shift = 0.014201 eV
  neutral population = 1.000000, dmu/dw = 2.3495e+65 eV
T = 1000 K: kT = 0.086173 eV, s = 6.0037e-21
  mu = -5.952664 eV, shift = 0.047336 eV
  neutral population = 1.000000, dmu/dw = 7.1767e+18 eV
T = 3000 K: kT = 0.258520 eV, s = 1.6513e-07
  mu = -5.857993 eV, shift = 0.142007 eV
  neutral population = 1.000000, dmu/dw = 7.8278e+05 eV
T = 10000 K: kT = 0.861733 eV, s = 8.3487e-03
  mu = -5.526645 eV, shift = 0.473355 eV
  neutral population = 0.983577, dmu/dw = 5.2471e+01 eV
T = 100 K: mu = -5.995266 eV
equal ion degeneracies, 10000 K: mu = -6.000000 eV
mu in eV; columns w = -0.5, -0.1, 0, 1e-06, 0.1, 0.5
T =    300 K:   -9.9895   -9.9327   -5.9858   -2.3392   -2.0389   -1.9821
T =   1000 K:   -9.9651   -9.7757   -5.9527   -3.1308   -2.1296   -1.9403
T =   3000 K:   -9.8952   -9.3272   -5.8580   -5.3856   -2.3888   -1.8208
T =  10000 K:   -9.6508   -7.7631   -5.5266   -5.5266   -3.2902   -1.4025
low-T forms at 1000 K: w=0.1 -2.1296, w=-0.1 -9.7757 eV
T = 10 K: w=0.1 -2.0013, w=-0.1 -9.9978 eV
crossover for w = 1e-6: T* = 3231.4 K, mu = -5.6016 eV
  (mu - mu at w=0)/kT* = 0.8814
I and A exchanged, 300 K, w=0: mu = -5.9858 eV
  neutral population = 3.67e-68
I and A exchanged, 10 K, w=0.3: mu = -5.9993 eV
largest formula - microstate difference = 6.4e-14 eV
largest formula - dF/dN difference = 2.7e-08 eV
OK
```
